# Quenching of hydrogen 2s by a weak static electric field: test program

```python
"""Quenching of hydrogen 2s by a weak static electric field F.

Result under test: lifetime = tau_2p * (F0/F)^2, F0 = h L / (sqrt(3) e a0),
  L       2s1/2 - 2p1/2 splitting as a frequency (Lamb shift, measured input)
  tau_2p  lifetime of 2p, 1/gamma;  gamma is a population decay rate
  e, a0   elementary charge and Bohr radius (infinitely heavy nucleus)
Hyperfine structure is left out. The law is compared with diagonalization of
all eight n=2 states, with 2p decay as an imaginary energy; that description
of decay is itself compared with a Hermitian model with many photon modes.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

h, hbar, e, c = const.h, const.hbar, const.e, const.c
eps0, alpha, mass = const.epsilon_0, const.fine_structure, const.m_e
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]

lamb = 1058e6               # Hz, measured input
two_photon_lifetime = 0.1   # s, rough input
V_PER_CM = 100.0            # one V/cm in V/m

# ---------- radial integrals, lengths in a0 ----------
def R1s(r): return 2*np.exp(-r)
def R2s(r): return (1 - r/2)*np.exp(-r/2)/np.sqrt(2)
def R2p(r): return r*np.exp(-r/2)/np.sqrt(24)

def radial(f, g, power):
    return quad(lambda r: f(r)*g(r)*r**(2 + power), 0, 80,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]

for f in (R1s, R2s, R2p):
    assert abs(radial(f, f, 0) - 1) < 1e-9
assert abs(radial(R1s, R2s, 0)) < 1e-9

# ---------- angular quadrature on the unit sphere ----------
x, wx = np.polynomial.legendre.leggauss(8)
phi = np.arange(16)*2*np.pi/16
X, PHI = np.meshgrid(x, phi, indexing="ij")
weight = (wx[:, None]*np.full(16, 2*np.pi/16)).ravel()
ct, ph = X.ravel(), PHI.ravel()
st = np.sqrt(1 - ct**2)
n = np.array([st*np.cos(ph), st*np.sin(ph), ct])
pol1 = np.array([ct*np.cos(ph), ct*np.sin(ph), -st])
pol2 = np.array([-np.sin(ph), np.cos(ph), 0*ph])

Y_s = np.full(ct.size, 1/np.sqrt(4*np.pi))
Y_p = np.sqrt(3/(4*np.pi))*n               # real orbitals px, py, pz
# angular[k, i] = <s | n_k | p_i>
angular = np.einsum("a,a,ka,ia->ki", weight, Y_s, n, Y_p)
dip_1s = radial(R1s, R2p, 1)*angular
dip_2s = radial(R2s, R2p, 1)*angular
z_1s2p = abs(dip_1s[2, 2])
z_2s2p = abs(dip_2s[2, 2])
assert abs(z_1s2p**2 - 2**15/3**10) < 1e-8
assert abs(z_2s2p - 3) < 1e-8
assert np.max(np.abs(dip_2s[2, :2])) < 1e-10     # z reaches only pz
parity_integral = np.sum(weight*Y_s*n[2]*Y_s)
assert abs(parity_integral) < 1e-12

# ---------- decay rate of 2p from the golden rule ----------
omega = 3*hartree/(8*hbar)

def golden_rule_rate(dipole):
    """Sum over photon directions and two polarizations, unit volume."""
    density = omega**2/((2*np.pi*c)**3*hbar)     # per energy and solid angle
    strength = np.abs(dipole @ pol1)**2 + np.abs(dipole @ pol2)**2
    matrix_sq = hbar*omega/(2*eps0)*strength
    return np.sum(weight*2*np.pi/hbar*matrix_sq*density)

gamma = omega**3*(e*a0*z_1s2p)**2/(3*np.pi*eps0*hbar*c**3)
tau_2p = 1/gamma
assert abs(golden_rule_rate(e*a0*dip_1s[:, 2])/gamma - 1) < 1e-9
assert abs((2/3)**8*alpha**5*mass*c**2/hbar/gamma - 1) < 1e-7
# every normalized 2p state, also a complex superposition, decays equally
rng = np.random.default_rng(4)
for _ in range(5):
    state = rng.normal(size=3) + 1j*rng.normal(size=3)
    state /= np.linalg.norm(state)
    assert abs(golden_rule_rate(e*a0*(dip_1s @ state))/gamma - 1) < 1e-9
# with spin: the rate matrix, summed over final spins, is a multiple of one
dip_spin = [np.kron(dip_1s[k:k+1, :], np.eye(2)) for k in range(3)]
rate_matrix = sum(d.conj().T @ d for d in dip_spin)
assert np.allclose(rate_matrix, z_1s2p**2*np.eye(6), atol=1e-10)

# ---------- spin-orbit coupling: weights of j and 2p splitting ----------
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(-1j*levi[k], pauli[k]/2) for k in range(3))
ls_values, ls_vectors = np.linalg.eigh(LS)
assert np.allclose(ls_values, [-1, -1, .5, .5, .5, .5])
pz_up = np.zeros(6)
pz_up[4] = 1
overlap = np.abs(ls_vectors.conj().T @ pz_up)**2
weight_half, weight_three_half = overlap[:2].sum(), overlap[2:].sum()
assert abs(weight_half - 1/3) < 1e-12
assert abs(weight_three_half - 2/3) < 1e-12

inverse_cube = radial(R2p, R2p, -3)
fine = alpha**2/2*inverse_cube*(ls_values[-1] - ls_values[0])*hartree/h
assert abs(fine/(alpha**2*hartree/(32*h)) - 1) < 1e-8
mp.mp.dps = 30
def dirac_n2(j):
    k, al = mp.mpf(j) + mp.mpf(1)/2, mp.mpf(alpha)
    return 1/mp.sqrt(1 + (al/(2 - k + mp.sqrt(k*k - al*al)))**2)
dirac_fine = float((dirac_n2(1.5) - dirac_n2(0.5))*mass*c**2/h)
assert abs(fine/dirac_fine - 1) < 2e-4           # relative order alpha^2

# ---------- derived formulas ----------
F0 = h*lamb/(np.sqrt(3)*e*a0)
half_width = gamma/(4*np.pi)                     # Hz
upper_gap = fine - lamb                          # 2p3/2 above 2s, Hz

def simple_lifetime(field):
    return tau_2p*(F0/field)**2

def two_term_rate(field):
    unit = e*a0*field/h
    return gamma*unit**2*(3/(lamb**2 + half_width**2)
                          + 6/(upper_gap**2 + half_width**2))

F0_width = F0*np.sqrt(1 + (half_width/lamb)**2)
F0_full = np.sqrt(two_term_rate(1.0)**-1/tau_2p)

# ---------- all eight n=2 states ----------
def eight_state_lifetime(field):
    H = np.zeros((8, 8), complex)                # Hz, zero at 2p1/2
    H[:2, :2] = lamb*np.eye(2)
    H[2:, 2:] = fine*(LS + np.eye(6))/1.5 - 1j*half_width*np.eye(6)
    coupling = e*a0*field/h*np.kron(dip_2s[2:3, :], np.eye(2))
    H[:2, 2:], H[2:, :2] = coupling, coupling.T
    values, vectors = np.linalg.eig(H)
    s_weight = np.sum(np.abs(vectors[:2])**2, axis=0)
    return 1/(-4*np.pi*values[np.argmax(s_weight)].imag)

for volts in (1, 3):
    F = volts*V_PER_CM
    assert abs(eight_state_lifetime(F)*two_term_rate(F) - 1) < 1e-3
exponent = np.log(eight_state_lifetime(200.)/eight_state_lifetime(100.))/np.log(2)
assert abs(exponent + 2) < 1e-3
F_example = 10*V_PER_CM
# neglected width and 2p3/2 change the simple law by a few percent
assert abs(simple_lifetime(F_example)/eight_state_lifetime(F_example) - 1) < 0.04
assert abs(F0/(475*V_PER_CM) - 1) < 0.01
assert abs(F0_full/(475*V_PER_CM) - 1) < 0.01
assert eight_state_lifetime(475*V_PER_CM) > 2*tau_2p

# ---------- decay described by photon modes, time in units 1/gamma ----------
gap = 2*np.pi*lamb/gamma
v = 2.0
spacing, band = 0.1, 80.0
modes = np.linspace(-band, band, int(round(2*band/spacing)) + 1)
H = np.diag(np.concatenate(([gap, 0.0], modes)))
H[0, 1] = H[1, 0] = v
H[1, 2:] = H[2:, 1] = np.sqrt(spacing/(2*np.pi))
energies, states = np.linalg.eigh(H)
def survival(t):
    return abs(np.sum(states[0]**2*np.exp(-1j*energies*t)))**2
mode_rate = np.log(survival(20.)/survival(50.))/30
pair = np.linalg.eigvals(np.array([[gap, v], [v, -0.5j]]))
pair_rate = np.min(-2*pair.imag)
# finite band shifts the 2p level slightly: about one percent in the rate
assert abs(mode_rate/pair_rate - 1) < 0.03

# ---------- numbers for the text ----------
coupling_example = np.sqrt(3)*e*a0*F_example/h
other_levels = lamb/((1/8 - 1/18)*hartree/h)
F_two_photon = F0*np.sqrt(tau_2p/two_photon_lifetime)
print(f"Lamb shift L (measured input): {lamb/1e6:.0f} MHz")
print(f"Bohr radius a0: {a0:.5e} m")
print(f"Angular frequency 2p-1s: {omega:.4e} rad/s")
print(f"|<1s|z|2p0>|: {z_1s2p:.4f} a0")
print(f"2p decay rate gamma: {gamma:.4e} 1/s")
print(f"2p lifetime: {tau_2p*1e9:.4f} ns")
print(f"|<2s|z|2p0>|: {z_2s2p:.4f} a0")
print(f"Weight of j=1/2 in 2p0 spin up: {weight_half:.4f}")
print(f"Weight of j=3/2 in 2p0 spin up: {weight_three_half:.4f}")
print(f"<1/r^3> in 2p: {inverse_cube:.6f} a0^-3")
print(f"2p fine-structure splitting: {fine/1e6:.0f} MHz")
print(f"2p3/2 above 2s, L': {upper_gap/1e6:.0f} MHz")
print(f"Half width gamma/(4 pi): {half_width/1e6:.2f} MHz")
print(f"F0, simple law: {F0/V_PER_CM:.1f} V/cm")
print(f"F0 with 2p width: {F0_width/V_PER_CM:.1f} V/cm")
print(f"F0 with 2p width and 2p3/2: {F0_full/V_PER_CM:.1f} V/cm")
print(f"F0 if spin is wrongly ignored: {F0/np.sqrt(3)/V_PER_CM:.1f} V/cm")
print(f"Example field: {F_example/V_PER_CM:.0f} V/cm")
print(f"Example coupling V/h: {coupling_example/1e6:.2f} MHz")
print(f"Example 2p1/2 probability (V/hL)^2: {(coupling_example/lamb)**2:.3e}")
for volts in (10, 100, 475):
    F = volts*V_PER_CM
    print(f"Lifetime at {volts} V/cm, simple law: {simple_lifetime(F)*1e9:.4g} ns")
    print(f"Lifetime at {volts} V/cm, eight states: "
          f"{eight_state_lifetime(F)*1e9:.4g} ns")
print(f"Field exponent of lifetime, 1 to 2 V/cm: {exponent:.4f}")
print(f"L over the n=2 to n=3 frequency: {other_levels:.1e}")
print(f"Two-photon lifetime (rough input): {two_photon_lifetime:.1f} s")
print(f"Field giving that lifetime by quenching: {F_two_photon/V_PER_CM:.2f} V/cm")
print(f"Photon-mode model, slow rate: {mode_rate:.4f} gamma")
print(f"Decaying two-state model, slow rate: {pair_rate:.4f} gamma")
print("all tests passed")
```

It prints:

```
Lamb shift L (measured input): 1058 MHz
Bohr radius a0: 5.29177e-11 m
Angular frequency 2p-1s: 1.5503e+16 rad/s
|<1s|z|2p0>|: 0.7449 a0
2p decay rate gamma: 6.2683e+08 1/s
2p lifetime: 1.5953 ns
|<2s|z|2p0>|: 3.0000 a0
Weight of j=1/2 in 2p0 spin up: 0.3333
Weight of j=3/2 in 2p0 spin up: 0.6667
<1/r^3> in 2p: 0.041667 a0^-3
2p fine-structure splitting: 10949 MHz
2p3/2 above 2s, L': 9891 MHz
Half width gamma/(4 pi): 49.88 MHz
F0, simple law: 477.4 V/cm
F0 with 2p width: 477.9 V/cm
F0 with 2p width and 2p3/2: 472.5 V/cm
F0 if spin is wrongly ignored: 275.6 V/cm
Example field: 10 V/cm
Example coupling V/h: 22.16 MHz
Example 2p1/2 probability (V/hL)^2: 4.388e-04
Lifetime at 10 V/cm, simple law: 3636 ns
Lifetime at 10 V/cm, eight states: 3566 ns
Lifetime at 100 V/cm, simple law: 36.36 ns
Lifetime at 100 V/cm, eight states: 39.53 ns
Lifetime at 475 V/cm, simple law: 1.611 ns
Lifetime at 475 V/cm, eight states: 4.842 ns
Field exponent of lifetime, 1 to 2 V/cm: -2.0000
L over the n=2 to n=3 frequency: 2.3e-06
Two-photon lifetime (rough input): 0.1 s
Field giving that lifetime by quenching: 0.06 V/cm
Photon-mode model, slow rate: 0.0324 gamma
Decaying two-state model, slow rate: 0.0321 gamma
all tests passed
```
